\section*{Physical and Coupling-Averaged Exchange-Correlation Holes of the Uniform Electron Gas, part 2}

The physical and coupling-averaged pair distributions of the uniform electron gas are related, in Hartree atomic units. $N$ electrons in volume $V$ have density $n=N/V=3/(4\pi r_s^3)$ and fixed spin polarization $\zeta$; $k_F=(3\pi^2n)^{1/3}=1/(\alpha r_s)$, $\alpha=0.521062$, $y=k_Fr$. For the ground state $\Psi_\lambda$ of $H_\lambda=T+\lambda U$ (kinetic, Coulomb), $n^2g_\lambda$ is $N(N-1)|\Psi_\lambda|^2$ summed over spins and integrated over all but two positions. Then $g=g_1$, $g_x=g_0$, $\bar g=\int_0^1g_\lambda\,d\lambda$.

With $\tilde T,\tilde U$ free of $r_s$ and $\lambda$, (a)--(c) gave
\begin{equation}
H_\lambda=r_s^{-2}\left[\tilde T+\lambda r_s\,\tilde U\right].
\label{eq:Hscaled}
\end{equation}
\begin{equation}
g_\lambda(r_s,y)=g(\lambda r_s,y).
\label{eq:scaling}
\end{equation}
\begin{equation}
g(r_s,y)=1+\left.\frac{\partial[r_s(\bar g-1)]}{\partial r_s}\right|_{y,\zeta}=\left(1+r_s\frac{\partial}{\partial r_s}\right)_{y,\zeta}\bar g .
\label{eq:main}
\end{equation}
\begin{equation}
g=\left.\frac{\partial(r_s\bar g)}{\partial r_s}\right|_r+r\frac{\partial\bar g}{\partial r}.
\label{eq:fixedr}
\end{equation}
Coupling averaging maps
\begin{equation}
r_s^p\to\frac{r_s^p}{p+1},\qquad r_s^p\ln r_s\to\frac{r_s^p\ln r_s}{p+1}-\frac{r_s^p}{(p+1)^2}.
\label{eq:terms}
\end{equation}
Provisos: Eq.~\eqref{eq:main} fails at a discontinuous change of ground state; for a crystal, $g$ is first averaged over position and direction.

For $S(q)=\langle\hat n_{\mathbf q}\hat n_{-\mathbf q}\rangle/N$, $\hat n_{\mathbf q}=\sum_ie^{-i\mathbf q\cdot\mathbf r_i}$, with coupling average $\bar S$,
\begin{equation}
S_\lambda(q)-1=n\int(g_\lambda-1)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r=\frac{1}{3\pi^2}\int(g_\lambda-1)\,e^{-i(\mathbf q/k_F)\cdot\mathbf y}\,d^3y .
\label{eq:Sdef}
\end{equation}
\begin{equation}
W_\lambda\equiv\frac{\langle U\rangle_\lambda}{N}=\frac12\int\frac{q^2dq}{2\pi^2}\frac{4\pi}{q^2}(S_\lambda-1)=\frac1\pi\int_0^\infty(S_\lambda-1)\,dq .
\label{eq:Wq}
\end{equation}
With $\varepsilon_{xc}=\int_0^1W_\lambda d\lambda$ and $W_{xc}=W_1$,
\begin{equation}
W_{xc}=\frac1{r_s}\frac{d(r_s^2\varepsilon_{xc})}{dr_s}=2\varepsilon_{xc}+r_s\frac{d\varepsilon_{xc}}{dr_s}.
\label{eq:W}
\end{equation}
This holds also for the correlation parts $\varepsilon_c,W_c$; $t_c=\varepsilon_c-W_c$ is the kinetic energy of correlation.

At contact, (e) and (f) gave
\begin{equation}
g(0)=\bar g(0)+r_s\frac{d\bar g(0)}{dr_s},\qquad \bar g(0)=\frac1{r_s}\int_0^{r_s}g(0;r')\,dr' .
\label{eq:ontop}
\end{equation}
If $g(0)=g_x(0)(1-ar_s+br_s^2+\dots)$,
\begin{equation}
\bar g(0)=g_x(0)\left(1-\tfrac12ar_s+\tfrac13br_s^2+\dots\right).
\label{eq:hd}
\end{equation}
The relative kinetic energy $-\nabla_{\mathbf r}^2$ gives the cusp, primes denoting $\partial_r$:
\begin{equation}
g_\lambda'(0)=\lambda\,g_\lambda(0),
\label{eq:cusp}
\end{equation}
\begin{equation}
\bar g\,'(0)=\int_0^1\lambda\,g_\lambda(0)\,d\lambda=\frac1{r_s^2}\int_0^{r_s}r'g(0;r')\,dr' .
\label{eq:cuspbar}
\end{equation}
\begin{equation}
\bar g\,'(0)=\bar g(0)-\frac{1}{r_s^2}\int_0^{r_s}r'\,\bar g(0;r')\,dr' .
\label{eq:cuspbar2}
\end{equation}
\begin{equation}
S-1\to-\frac{8\pi n\,g'(0)}{q^4},\qquad \bar S-1\to-\frac{8\pi n\,\bar g\,'(0)}{q^4}.
\label{eq:tail}
\end{equation}
For $H=\bar g\,'(0)/\bar g(0)$ at high density,
\begin{equation}
H=\tfrac12-\tfrac1{12}ar_s+\dots
\label{eq:Hhd}
\end{equation}
At low density, assuming $A=\int_0^\infty g(0;r')\,dr'$ and $B=\int_0^\infty r'g(0;r')\,dr'$ converge, $\bar g(0)\to A/r_s$, $\bar g\,'(0)\to B/r_s^2$ and $H\to(B/A)/r_s$.

\section*{(g) A case that can be solved to numerical precision}

\emph{Two electrons in the singlet ground state move on a 3-sphere of radius $R$ and interact through $\lambda/u$, where $u=2R\sin(\theta/2)$ is the chord and $\theta$ the angle between them. Set up the problem, find a closed solution and the coefficient $a$, and check (a), (b) and (d)--(f) at $r_s=4$.}

\paragraph{Solution.} The state depends on $\theta$ alone, so its density is uniform. The volume is $V=2\pi^2R^3$, $n=2/V$, and $4\pi r_s^3/3=\pi^2R^3$ gives $r_s=CR$ with $C=(3\pi/4)^{1/3}=1.330670$. Here $k_F=1/(\alpha r_s)$ is only a unit, $y=k_Fu$, and fixed $y$ means fixed $\theta$. Each Laplacian acting on $\psi(\theta)$ gives $R^{-2}\sin^{-2}\theta\,\partial_\theta(\sin^2\theta\,\partial_\theta\psi)$, the area of a shell at angle $\theta$ being proportional to $\sin^2\theta$. The two halves add, and after multiplication by $R^2$,
\begin{equation}
-\frac{1}{\sin^2\theta}\partial_\theta(\sin^2\theta\,\partial_\theta\psi)+\frac{\lambda R}{2\sin(\theta/2)}\psi=R^2E\,\psi .
\label{eq:sph}
\end{equation}
Only $\lambda R$ appears on the left, which is Eq.~\eqref{eq:Hscaled}. A background would add a constant to the potential and is omitted. For $N=2$, $n^2g=2|\Psi|^2$ gives $g=V^2|\Psi|^2/2$, and the norm of $\psi$ is $V\cdot4\pi R^3I$ with $I=\int_0^\pi\psi^2\sin^2\theta\,d\theta$, so $g=V\psi^2/(8\pi R^3I)=\pi\psi^2/(4I)$. At $\lambda=0$, $\psi=1$, $I=\pi/2$, $g=\tfrac12$ and $E=0$.

To change to $u$, write $s=\sin(\theta/2)$, $c=\cos(\theta/2)$. Then $\psi_\theta=Rc\,\psi'$ and $\psi_{\theta\theta}=R^2c^2\psi''-\tfrac12Rs\,\psi'$, with $c^2=1-u^2/4R^2$ and $\tfrac12Rs=u/4$. Also $2\cot\theta\,Rc=R\cos\theta/s=(2R^2/u)(1-u^2/2R^2)$. Dividing by $R^2$,
\begin{equation}
-\left(1-\frac{u^2}{4R^2}\right)\psi''-\left(\frac2u-\frac{5u}{4R^2}\right)\psi'+\frac\lambda u\psi=E\psi .
\end{equation}
The $1/u$ terms give $\psi'(0)=\lambda\psi(0)/2$, the cusp of (f). For $\lambda=1$ try $\psi=1+\gamma u$. The orders $u^{-1}$, $u^0$ and $u^1$ give $-2\gamma+1=0$, $\gamma=E$ and $5\gamma/4R^2=E\gamma$. Hence $\psi=1+u/2$, $E=\tfrac12$ and $4R^2=10$, that is $r_s=2.103974$. The function is nodeless and so is the ground state.

For small $\lambda R$ put $\psi=1+\lambda R\varphi$ and $R^2E=\lambda R\,e_1$. At first order Eq.~\eqref{eq:sph} reads $\partial_\theta(\sin^2\theta\,\varphi_\theta)=\sin^2\theta\,[1/(2s)-e_1]$. Now $\sin^2\theta/(2s)=2sc^2$, whose integral from 0 is $\tfrac43(1-c^3)$ because $dc^3/d\theta=-\tfrac32c^2s$, and $\int_0^\theta\sin^2=P(\theta)=\theta/2-\tfrac14\sin2\theta$. The left side integrates to zero over $[0,\pi]$, so $e_1=\tfrac43/(\pi/2)=8/3\pi$, and
\begin{equation}
\varphi_\theta=\frac{\tfrac43(1-c^3)-\tfrac{8}{3\pi}P(\theta)}{\sin^2\theta}.
\end{equation}
To first order $g(0)=\tfrac12[1-2\lambda R(\langle\varphi\rangle-\varphi(0))]$ with $\langle\varphi\rangle=(2/\pi)\int\varphi\sin^2\theta\,d\theta$. Writing $\varphi(\theta)-\varphi(0)$ as an integral of $\varphi_\theta$ and exchanging the order of integration, and using $R=r_s/C$,
\begin{equation}
a=\frac2C\cdot\frac2\pi\int_0^\pi\varphi_\theta\left[\frac\pi2-P(\theta)\right]d\theta=0.744210 .
\end{equation}

The program solves the problem by two methods. For general $\lambda$ it diagonalizes the Hamiltonian in Legendre polynomials of $u$, with no cusp imposed; at $\lambda=1$ it integrates Eq.~\eqref{eq:sph} by shooting. Both reproduce the closed solution's energy. The scaling law is tested at $\lambda=0.3$ and $0.7$, where the variational $g_\lambda'(0)/g_\lambda(0)$ also equals $\lambda$ within $10^{-6}$ bohr$^{-1}$. At $r_s=4$ ($R=3.006004$ bohr) the values are
\begin{center}
\begin{tabular}{lccc}
 & $y=0$ & $y=1$ & $y=2$\\
$\bar g$ (variational) & 0.166440 & 0.297840 & 0.496711\\
Eq.~\eqref{eq:main} applied to $\bar g$ & 0.034277 & 0.167682 & 0.477361\\
$g$ (shooting) & 0.034277 & 0.167682 & 0.477361\\
$\partial(r_s\bar g)/\partial r_s$ at fixed $u$ & 0.034277 & 0.005125 & 0.001900
\end{tabular}
\end{center}
The second and third rows agree in all six decimals. The last row agrees only at contact; at $y=1$ it misses $0.167682-0.005125=0.162557$, which the program tests to be the term $u\,\partial_u\bar g$ of Eq.~\eqref{eq:fixedr}. A factor $1/r_s$ in place of $(1/r_s)^0$ would give $1+(0.034277-1)/4=0.758569$ at $y=0$. The slope $\bar g\,'(0)$ is $0.049354$ bohr$^{-1}$ both from the averaged derivative of the variational functions and from Eq.~\eqref{eq:cuspbar2}, which uses on-top values only, and $H=0.049354/0.166440=0.29653$ bohr$^{-1}$. The energy $E=0.251819$ Ha and the interaction $\langle1/u\rangle=0.232228$ Ha are tested against $E=\int_0^1\langle1/u\rangle_\lambda d\lambda$ and against Eq.~\eqref{eq:W}. Their difference, $0.019591$ Ha for the pair, is the kinetic energy.

At $r_s=0.001$ the quantities $[1-2g(0)]/r_s$ and $[1-2\bar g(0)]/r_s$ are $0.743914$ and $0.372006$. By Eq.~\eqref{eq:hd} they should be $a-br_s$ and $a/2-br_s/3$. The first gives $br_s=0.744210-0.743914=0.000296$, and the second then predicts $0.372105-0.000099=0.372006$, as found.

\section*{(h) The random-phase approximation}

\emph{For $\zeta=0$, write $S_\lambda$ in RPA, show that it obeys the scaling law, find its small-$q$ and large-$q$ limits with their averages, and decide whether RPA obeys the cusp condition.}

\paragraph{Solution.} For an isotropic ground state the density response at imaginary frequency is $\chi(q,i\omega)=-(2/V)\sum_m|\langle m|\hat n_{-\mathbf q}|0\rangle|^2\omega_m/(\omega_m^2+\omega^2)$, with excitation energies $\omega_m$. Since $\int_0^\infty\omega_m\,d\omega/(\omega_m^2+\omega^2)=\pi/2$ and $\sum_m|\langle m|\hat n_{-\mathbf q}|0\rangle|^2=NS$ for $\mathbf q\neq0$, one has $S=-(\pi n)^{-1}\int_0^\infty\chi\,d\omega$. For free electrons the excitations are particle-hole pairs of energy $\Delta=qk_z+q^2/2$ and weight $n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})$. The part $n_{\mathbf k}n_{\mathbf k+\mathbf q}$ is even and $\Delta$ is odd under $\mathbf k\to-\mathbf k-\mathbf q$, so that part drops out, leaving $\chi_0=-4\int d^3k\,(2\pi)^{-3}n_{\mathbf k}\Delta/(\Delta^2+\omega^2)$ with spin included. Set $k_z=k_Fx$, $z=q/2k_F$, $\nu=\omega/qk_F$, so that $\Delta=qk_F(x+z)$ and the slice of the Fermi sphere has area $\pi k_F^2(1-x^2)$. Collecting factors, $4\pi k_F^3/(8\pi^3qk_F)=(k_F/\pi^2)/(4z)$, and
\begin{equation}
\chi_0=-\frac{k_F}{\pi^2}F,\qquad F(z,\nu)=\frac1{4z}\int_{-1}^1\frac{(1-x^2)(x+z)}{(x+z)^2+\nu^2}\,dx .
\end{equation}
RPA sets $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$ with $v=4\pi/q^2$. Here $-v\chi_0=F/(\pi k_Fz^2)=\alpha r_sF/(\pi z^2)$, and the prefactor is $qk_F\cdot k_F/(\pi^3n)=6z/\pi$, so
\begin{equation}
S_\lambda=\frac{6z}\pi\int_0^\infty\frac{F\,d\nu}{1+\lambda\alpha r_sF/(\pi z^2)} .
\label{eq:Srpa}
\end{equation}
At fixed $z$ only $\lambda r_s$ enters, so RPA obeys Eqs.~\eqref{eq:scaling}--\eqref{eq:W}. The average is elementary, $\int_0^1d\lambda\,F/(1+\lambda\kappa F)=\ln(1+\kappa F)/\kappa$ with $\kappa=\alpha r_s/\pi z^2$.

For $z\ll1$ and $\nu\gg1$ the denominator of $F$ is $\nu^2$, the term odd in $x$ vanishes, and $F\to\tfrac43z/(4z\nu^2)=1/3\nu^2$. Then $S_\lambda=(2z/\pi)\int_0^\infty d\nu/(\nu^2+\lambda\nu_p^2)=z/(\sqrt\lambda\,\nu_p)$ with $\nu_p^2=\alpha r_s/3\pi z^2=\omega_p^2/(qk_F)^2$ and $\omega_p^2=4\pi n$. Therefore $S_\lambda\to q^2/(2\omega_p\sqrt\lambda)$, and $\int_0^1\lambda^{-1/2}d\lambda=2$ gives $\bar S\to q^2/\omega_p=2S$, the case $p=-\tfrac12$ of Eq.~\eqref{eq:terms}. The approximation needs $\sqrt\lambda\,\nu_p\gg1$. For $z\to0$, $F=1-\nu\arctan(1/\nu)<1/3\nu^2$, so it overestimates $S_\lambda$ at every $\lambda$. The error is largest for $\lambda\lesssim\nu_p^{-2}$, where the true $S_\lambda$ stays finite, and that interval holds a fraction $1/\nu_p$ of the integral of $\lambda^{-1/2}$. Above it the relative error falls as about $0.3/(\lambda\nu_p^2)$, which adds a contribution of the same order, so the relative shortfall of $\bar S$ is of order $1/\nu_p$. At $r_s=4$, with $k_F=0.479790$ bohr$^{-1}$, $\omega_p=0.216506$ Ha and $q=0.0002\,k_F$, one has $1/\nu_p=0.0002\times0.4798^2/0.2165=2.1\times10^{-4}$. The computed ratios to $q^2/2\omega_p$ are $1.000000$ and $1.999698$; the second falls short of 2 by $1.5\times10^{-4}$ relative to 2, the estimated order and sign.

For $z\gg1$, $x$ is negligible beside $z$ and $F\to1/[3(z^2+\nu^2)]$, with relative corrections of order $z^{-2}$ because odd powers of $x$ vanish. Expanding Eq.~\eqref{eq:Srpa} to first order in the small quantity $\lambda\kappa F$ and using $\int_0^\infty d\nu/(z^2+\nu^2)^2=\pi/4z^3$, the correlation part $S_c=S_\lambda-S_0$ is
\begin{equation}
S_c\to-\frac{6z}{\pi}\,\frac{\lambda\alpha r_s}{\pi z^2}\,\frac{\pi}{36z^3}=-\frac{\lambda\alpha r_s}{6\pi z^4}=-\frac{8\pi n\lambda}{q^4},
\end{equation}
where the last step uses $n=k_F^3/3\pi^2$ and $q^4=16z^4k_F^4$. The smooth function $g_x$ has no linear term, so comparison with Eq.~\eqref{eq:tail} gives $g_\lambda'(0)=\lambda$ and $\bar g\,'(0)=\tfrac12$ in RPA at every density. The program finds $1.000040$ and $0.500020$ bohr$^{-1}$ at $q=100\,k_F$, within the relative correction of order $z^{-2}=4\times10^{-4}$. The RPA slope is the one Eq.~\eqref{eq:cusp} would give for $g_\lambda(0)=1$, which is wrong even as $r_s\to0$, where $g(0)=\tfrac12$. The on-top value follows from inverting Eq.~\eqref{eq:Sdef}: $g(0)=\tfrac12+(2\pi^2n)^{-1}\int q^2S_c\,dq=\tfrac12+12\int_0^\infty z^2S_c\,dz$. At $r_s=4$ it is $g(0)=-1.599$, with $\bar g(0)=-0.626$. The two values are tested against Eq.~\eqref{eq:ontop}, although both are negative and so unphysical. The scaling relation and the cusp condition are independent constraints, and RPA satisfies the first only; Eq.~\eqref{eq:cuspbar2}, which needs both, does not hold in RPA.

At $q=k_F$, $S=0.410846$ and $\bar S=0.512619$. The derivative of $r_s\bar S$ is $0.410846$ at fixed $q/k_F$ and $1.065547$ at fixed $q$. Equation~\eqref{eq:Wq} applied to $\bar S_c$ and $S_c$ gives $\varepsilon_c=-0.046806$ Ha ($-1.274$ eV) and $W_c=-0.073619$ Ha ($-2.003$ eV), tested against Eq.~\eqref{eq:W}, so $t_c=0.026813$ Ha in RPA. For an outside comparison, $v_c=d(n\varepsilon_c)/dn=\varepsilon_c-\tfrac13r_s\,d\varepsilon_c/dr_s$ because $dr_s/dn=-r_s/3n$, so Eq.~\eqref{eq:W} becomes $W_c=5\varepsilon_c-3v_c$. The Perdew--Wang parametrization of the RPA energy gives $-0.046827$ and $-0.073671$ Ha, which differ from the direct values by about 0.05\% and 0.07\% of the parametrized ones.

\section*{(i) On-top value and cusp in the Overhauser model}

\emph{For $\zeta=0$, model the antiparallel pair as a two-body scattering problem in the potential of one electron screened by a uniform sphere of unit positive charge and radius $r_s$, averaged over the free distribution of relative momenta. Evaluate the results of (e) and (f) at $r_s=4$ and in both limits.}

\paragraph{Solution.} By Gauss's law the field inside the sphere is $r/r_s^3$, and its potential is $1/r_s+\int_r^{r_s}r'dr'/r_s^3=3/2r_s-r^2/2r_s^3$. The second electron therefore feels $V_\lambda=\lambda(1/r-3/2r_s+r^2/2r_s^3)$ for $r<r_s$ and zero outside. With the relative kinetic energy of (f) and $k=|\mathbf k_1-\mathbf k_2|/2$, the $s$ wave $u(r)/r$ obeys $-u''+V_\lambda u=k^2u$. Partial waves with $l\ge1$ contribute to $g$ at order $r^{2l}$ and affect neither $g(0)$ nor $g'(0)$. In $s=r/r_s$ and $x=k/k_F$ the equation is $-u_{ss}+\lambda r_s(1/s-\tfrac32+\tfrac12s^2)u=(x/\alpha)^2u$, so the model obeys Eq.~\eqref{eq:scaling}. Its series begins $u=r+\lambda r^2/2$, so the cusp condition is built in.

For given $\mathbf k$, both $\mathbf K/2\pm\mathbf k$ must lie in the Fermi sphere, so $\mathbf K/2$ lies in the lens common to two spheres whose centres are $2k$ apart. Its volume is $2\pi\int_k^{k_F}(k_F^2-t^2)dt=\tfrac43\pi k_F^3(1-\tfrac32x+\tfrac12x^3)$. Multiplying by $x^2$ and normalizing with $\tfrac13-\tfrac38+\tfrac1{12}=\tfrac1{24}$ gives $p(x)=24x^2-36x^3+12x^5$ on $[0,1]$. Outside the sphere $u=D\sin(kr+\delta)$, so $(kD)^2=k^2u^2+u'^2$ at $r=r_s$. The $s$ wave of a unit plane wave is $\sin(kr)/kr$, and that of the scattering state has modulus $|\sin(kr+\delta)|/kr$ outside, which is $|u|/(kDr)$. With $u'(0)=1$ its square at contact is $1/(kD)^2$, and
\begin{equation}
g_\lambda(0)=\frac12\int_0^1\frac{p(x)\,dx}{k^2u(r_s)^2+u'(r_s)^2}.
\label{eq:ov}
\end{equation}
At $\lambda=0$, $u=\sin(kr)/k$ and $g(0)=\tfrac12$. The program evaluates Eq.~\eqref{eq:ov} by a power series at $\lambda=1$ and by numerical integration of the differential equation at general $\lambda$. The values below serve to check the identities; they are properties of the model and not of the electron gas. The difference is not confined to late digits: first-order perturbation theory for the gas gives the known coefficient $a=2\alpha(\pi^2+6\ln2-3)/5\pi\approx0.732$ (quoted, not computed by the program), about 5\% above the model value $0.694$ found below.

The series gives $g(0)=0.259581$, $0.143736$, $0.083676$, $0.050695$ at $r_s=1,2,3,4$. By Eq.~\eqref{eq:scaling} these are $g_\lambda(0)$ at $r_s=4$ for $\lambda=\tfrac14,\tfrac12,\tfrac34,1$. Simpson's rule with step $\tfrac14$ and $g_0(0)=\tfrac12$ gives
\begin{equation}
\bar g(0)\approx\tfrac1{12}\left[0.5+4(0.259581)+2(0.143736)+4(0.083676)+0.050695\right]=0.1843 ,
\end{equation}
close to the converged value $0.183954$. A finite difference of the averaged solutions gives $r_s\,d\bar g(0)/dr_s=-0.133259$, and Eq.~\eqref{eq:ontop} reads $0.183954-0.133259=0.050695$, the series value. The averaged on-top value is $3.6$ times the physical one.

The physical slope is $g'(0)=0.0507$ bohr$^{-1}$ ($0.0958$ \AA$^{-1}$) by Eq.~\eqref{eq:cusp}. Equation~\eqref{eq:cuspbar2}, with the integral term $0.124956$ obtained from the series, gives $\bar g\,'(0)=0.183954-0.124956=0.058998$ bohr$^{-1}$ ($0.1115$ \AA$^{-1}$), which is tested against the direct average in Eq.~\eqref{eq:cuspbar}, and $H=0.058998/0.183954=0.3207$ bohr$^{-1}$. The averaged slope exceeds the physical one here, as it does on the 3-sphere, although it is half the physical one as $r_s\to0$. The integrand $\lambda g_\lambda(0)$ of Eq.~\eqref{eq:cuspbar} shows why: at $\lambda=0,\tfrac14,\tfrac12,\tfrac34,1$ it is $0$, $0.0649$, $0.0719$, $0.0628$, $0.0507$, above its endpoint value at the three interior points, and Simpson's rule on these values gives $0.0588$.

At $r_s=0.001$ the series gives $[1-2g(0)]/r_s=0.693718$, so $a\approx0.694$ in this model. Equation~\eqref{eq:Hhd} predicts $H=0.5-0.694\times0.001/12=0.499942$, the printed value. The averaged quantity $[1-2\bar g(0)]/r_s$ is printed as $0.348012$, which is 0.3\% above $0.693718/2=0.346859$ and passes the test's 0.5\% tolerance. Most of the excess is a numerical artifact. The integration starts at $r_0=10^{-6}$ bohr with $u=r_0$, $u'=1$ at $\lambda=0$, which makes the conserved $k^2u^2+u'^2$ equal to $1+k^2r_0^2$ in place of 1. With $\langle x^2\rangle=\tfrac{24}5-6+\tfrac32=0.3$, the quantity is raised by $0.3\,(r_0/\alpha r_s)^2/r_s=0.3\times3.68\times10^{-6}/10^{-3}=0.0011$, against an observed excess of $0.00115$. The shift multiplies numerator and denominator of $H$ alike and cancels there. Since it scales as $(k_Fr_0)^2$, it is negligible at $r_s=4$.

At low density $r_s\bar g(0)$ is $0.855206$ and $r_s^2\bar g\,'(0)$ is $1.741320$ at both $r_s=100$ and $r_s=200$, so $A=0.855$, $B=1.741$ and $r_sH\to B/A=2.04$ in this model. At $r_s=4$ the two products are $0.735815$ and $0.943962$, which are 86\% of $A$ and 54\% of $B$; the weight $r'$ makes $B$ converge more slowly. At $r_s=100$ the model has $g(0)=1.3\times10^{-10}$ while $\bar g(0)=8.55\times10^{-3}=A/r_s$. The convergence of $A$ and $B$ is shown here for the model only. For the electron gas it remains the assumption stated in (e) and (f), and at densities this low the uniform fluid assumed at the outset may not be the ground state, in which case the provisos of (c) apply.

\section*{Values computed for the example and the checks}
\begin{verbatim}
rs = 4.000000 bohr
alpha = 0.521062
kF = 0.479790 1/bohr
-- 3-sphere pair, y = 0, 1, 2
rs/R = 1.330670
R = 3.006004 bohr
closed-form point: rs, E = 2.103974, 0.500000 (bohr, Ha)
g (shooting) = 0.034277, 0.167682, 0.477361
gbar (variational) = 0.166440, 0.297840, 0.496711
1 + d[rs(gbar-1)]/drs, fixed y = 0.034277, 0.167682, 0.477361
d[rs gbar]/drs, fixed r = 0.034277, 0.005125, 0.001900
gbar'(0) direct, from on-top formula = 0.049354, 0.049354 1/bohr
H = gbar'(0)/gbar(0) = 0.296530 1/bohr
E, <1/u> = 0.251819, 0.232228 Ha
a perturbative; slopes of 2g(0), 2gbar(0) at rs=0.001 = 0.744210, 0.743914, 0.372006 1/bohr
-- RPA
n = 0.003730 1/bohr^3
omega_p = 0.216506 Ha
S, Sbar at q = kF = 0.410846, 0.512619
d[rs Sbar]/drs at fixed q/kF, at fixed q = 0.410846, 1.065547
S, Sbar over q^2/(2 omega_p) at q = 0.0002 kF = 1.000000, 1.999698
-q^4 (S_c, Sbar_c)/(8 pi n) at q = 100 kF = 1.000040, 0.500020 1/bohr
g(0), gbar(0) = -1.599015, -0.625608
eps_c, W_c from Sbar, S = -0.046806, -0.073619 Ha
eps_c, W_c = -1.273644, -2.003280 eV
eps_c, W_c libxc PW-RPA = -0.046827, -0.073671 Ha
-- Overhauser model
g(0) at rs = 1, 2, 3, 4 = 0.259581, 0.143736, 0.083676, 0.050695
gbar(0), rs dgbar(0)/drs, their sum = 0.183954, -0.133259, 0.050695
g'(0) = g(0), gbar'(0) = 0.050695, 0.058998 1/bohr
g'(0), gbar'(0) = 0.095800, 0.111489 1/angstrom
int_0^rs r' gbar(0;r') dr' / rs^2 = 0.124956
H at rs = 4, at rs = 0.001 = 0.320720, 0.499942 1/bohr
slopes of 2g(0), 2gbar(0) at rs=0.001 = 0.693718, 0.348012 1/bohr
rs gbar(0) at rs = 4, 100, 200 = 0.735815, 0.855206, 0.855206 bohr
rs^2 gbar'(0) at rs = 4, 100, 200 = 0.943962, 1.741320, 1.741320 bohr
rs H at rs = 200 (B/A) = 2.036141
g(0), gbar(0) at rs = 100: 1.32e-10, 8.55e-03
\end{verbatim}
